# Single-nucleus and multiple-nucleus layer growth of nanowires, part 2

A wire grows by adding layers of height $h$ to a flat circular facet of radius $R$. We want its mean axial rate $G$ as a function of $R$. Nuclei form independently and uniformly on all exposed terraces, including the tops of unfinished islands, at a constant rate $J$ per area and time. Their islands spread as discs at constant speed $v$, are cut off by the facet edge, and merge within a layer. The facet receives $\Gamma=\pi R^2J$ nuclei per unit time, and $G=h\Gamma g(N)$, where $g$ is the mean number of layers per nucleus and

$$N=\frac{\pi JR^3}{v}=\left(\frac{R}{R_c}\right)^3,\qquad R_c=\left(\frac{v}{\pi J}\right)^{1/3}.$$

For small $N$,

$$G=h\pi R^2J\left[1-\frac{128}{45\pi}N+O(N^2)\right].$$

The number $128/(45\pi)=0.9054$ is the mean distance between two random points of the disc, divided by $R$. An island from a uniformly placed nucleus covers the facet in a mean time $5R/(3v)$.

The probability that a layer begun on a complete facet has only one nucleus is

$$P_1(N)=\frac{2}{R^2}\int_0^R r\,\exp\!\left[-N\frac{d(r)}{R}\right]dr,$$

where $d(r)$ is the mean distance to the facet from a point at distance $r$ from its centre. $P_1=1/2$ at $R=0.917R_c$.

The height is the length of the longest chain of nuclei in which each lies in the forward cone of its predecessor, the region of space and time already reached by the predecessor's island. On an unbounded plane, let $A(t)$ be the mean length of the longest chain that starts from a given point and lasts for time $t$. The plateau constant $c$ is defined by

$$\lim_{t\to\infty}\frac{A(t)}t=c\,(Jv^2)^{1/3}.$$

That this limit is finite rests on the upper bound derived below. For a large facet,

$$G\to c\,h(Jv^2)^{1/3}\qquad(N\to\infty).$$

For every $R$, both $h\pi R^2J$ and $c\,h(Jv^2)^{1/3}$ are upper bounds on $G$. It remains to find the value of $c$.

### Lower bound on the plateau constant

Select a chain by always taking the first nucleus in the forward cone of the last one. After time $s$ the cone has cross-section $\pi v^2s^2$. The mean number of nuclei in it up to that time is

$$J\int_0^s\pi v^2u^2du=\frac{\pi Jv^2s^3}{3}.$$

The probability that none has arrived is the exponential of minus this number. Integrating that probability gives the mean wait. With $b=\pi Jv^2/3$ and $u=bs^3$, so that $ds=\tfrac13b^{-1/3}u^{-2/3}du$,

$$\int_0^\infty e^{-bs^3}ds=\frac{b^{-1/3}}3\int_0^\infty u^{-2/3}e^{-u}du
=b^{-1/3}\,\Gamma_E(4/3).$$

Here $\Gamma_E$ is Euler's gamma function, and $\Gamma_E(1/3)/3=\Gamma_E(4/3)$ was used. One layer is gained per wait. The longest chain grows at least as fast, so

$$c\ge\frac{(\pi/3)^{1/3}}{\Gamma_E(4/3)}=1.137.$$

### Upper bound on the plateau constant

Let $n_k(t)$ be the mean number of chains of $k$ nuclei that start from a point and fit within time $t$. The first nucleus may arrive after any delay $s$, anywhere in the cone's cross-section. The remaining $k-1$ nuclei must fit within $t-s$. Therefore

$$n_k(t)=\int_0^t\pi Jv^2s^2\,n_{k-1}(t-s)\,ds,\qquad n_0=1.$$

The solution is

$$n_k(t)=\frac{(2\pi Jv^2)^kt^{3k}}{(3k)!}.$$

It holds for $k=0$. If it holds for $k-1$, put $q=3(k-1)$ and use

$$\int_0^ts^2(t-s)^qds=\frac{2\,q!}{(q+3)!}\,t^{q+3}.$$

The factor $q!$ cancels the denominator of $n_{k-1}$, the factor 2 completes $2\pi Jv^2$, and $q+3=3k$. This gives the formula for $k$.

The probability that a chain of length $k$ exists cannot exceed the mean number of such chains. Put $a=(2\pi Jv^2)^{1/3}$. Since $q!\ge(q/e)^q$,

$$n_k(t)=\frac{(at)^{3k}}{(3k)!}\le\left(\frac{e\,at}{3k}\right)^{3k}.$$

If $k/t$ exceeds a fixed value greater than $ea/3$, the bracket is below a fixed number less than one. The sum of $n_k$ over all such $k$ then tends to zero at long times, so these lengths do not contribute to the mean growth rate. It follows that $c(Jv^2)^{1/3}\le ea/3$, or

$$c\le\frac{e(2\pi)^{1/3}}3=1.672.$$

Simulation on a periodic square gives $c=1.397\pm0.006$ for side $6.69(v/J)^{1/3}$ and $1.410\pm0.005$ for side $10.00(v/J)^{1/3}$. The errors are standard errors. The shift of $0.013$ is less than twice its combined statistical error, and no extrapolation has been made. We use $c=1.41$ as a numerical estimate, not as an exact constant. It is best read as a low-side estimate: large discs, which cannot grow faster than the plane, already reach about this value. The value for an unbounded plane may be up to a few per cent higher, and the plateau rates below share this uncertainty.

### Where the limiting laws meet

Equating the two limiting rates and cancelling $h$ gives

$$\pi R_x^2J=c(Jv^2)^{1/3}.$$

Divide by $\pi J$ and take the square root:

$$R_x=\sqrt{\frac c\pi}\left(\frac vJ\right)^{1/3}=c^{1/2}\pi^{-1/6}R_c.$$

The last step uses $(v/J)^{1/3}=\pi^{1/3}R_c$. The proved bounds on $c$ place $R_x$ between $0.88R_c$ and $1.07R_c$. The estimate $c=1.41$ gives $0.98R_c$. The radius at which $P_1=1/2$ is $0.92R_c$, so two different criteria place the crossover near $R_c$.

This is not a sharp transition. Both limiting laws are upper bounds on $G$, and near their meeting point the true rate lies clearly below each. Taking the smaller of the two as a growth law would overestimate the rate there.

### Calculation at intermediate radii

The function $g(N)$ can be calculated without a spatial grid. Use $R$ as the unit of length and $R/v$ as the unit of time. Nuclei then arrive at total rate $N$ and are placed uniformly on a unit disc. For each one, find the highest earlier layer whose island has reached it, and add one. Nuclei older than two time units have covered the whole disc, so only their highest layer need be stored. After an initial period has been discarded, the increase of the top layer divided by the number of nuclei is $g$.

### Worked example

The model parameters are $h=0.3$ nm, $J=0.002\ \mathrm{nm^{-2}s^{-1}}$ and $v=2000$ nm/s. The crossover scale is

$$R_c=\left(\frac{2000}{\pi\times0.002}\right)^{1/3}\text{nm}=68.3\ \text{nm}.$$

For $R=20$ nm, $\Gamma=\pi(20)^2(0.002)=2.51\ \mathrm{s^{-1}}$. The mean wait is $0.398$ s, while the mean time for one island to cover the facet is $5R/(3v)=16.7$ ms. Thus $N=2.51\times20/2000=0.0251$, and $P_1=0.978$. The uncorrected rate is $0.3\times2.51=0.754$ nm/s. The first correction lowers it to $0.737$ nm/s, which is also the simulated value to three digits.

For a very large facet, $(Jv^2)^{1/3}=20\ \mathrm{s^{-1}}$, and the plateau is $1.41\times0.3\times20=8.46$ nm/s, or about $30\ \mathrm{\mu m/h}$. The limiting laws meet at $67.0$ nm.

With $J$, $v$ and $h$ held fixed, the simulated rates are:

| $R$ (nm) | $N$ | $g$ | $G$ (nm/s) |
|---:|---:|---:|---:|
| 10 | 0.0031 | 0.997 | 0.188 |
| 20 | 0.025 | 0.978 | 0.737 |
| 40 | 0.201 | 0.851 | 2.57 |
| 80 | 1.61 | 0.464 | 5.59 |
| 160 | 12.9 | 0.152 | 7.35 |
| 320 | 103 | 0.0422 | 8.15 |
| 640 | 824 | 0.0108 | 8.30 |

The exponent between 10 and 20 nm is $1.97$. It falls to $1.12$ between 40 and 80 nm and is below $0.1$ between 320 and 640 nm. The run at 640 nm covers few layers, and its tabulated rate is about 2 per cent low. Averaged over thousands of layers the rate is near $8.47$ nm/s, level with the plateau estimate, and the last exponent is about $0.07$ rather than the $0.026$ printed in the output. At 80 nm the rate is about two thirds of the plateau, although this radius is already above $R_c$.

### When the droplet changes $J$

The following estimates use rough model values: temperature 750 K, driving energy $\Delta\mu=0.1$ eV per atom, a critical nucleus of $i^*=10$ atoms, atomic volume $\Omega=0.02\ \mathrm{nm^3}$, droplet surface tension $\gamma=1\ \mathrm{J/m^2}$ and a dissolved atomic fraction $x=0.2$. The droplet is a hemisphere of radius $R$, and liquid and solid have equal atomic volumes.

An island of $i$ atoms has energy $F=-i\Delta\mu+B\sqrt i$, where $B$ measures the cost of its edge. Setting $dF/di=0$ gives $\sqrt{i^*}=B/(2\Delta\mu)$. The barrier is

$$F^*=\frac{B^2}{4\Delta\mu}=i^*\Delta\mu=1.0\ \text{eV},\qquad \frac{dF^*}{d\Delta\mu}=-\frac{B^2}{4\Delta\mu^2}=-i^*.$$

The pressure inside the droplet raises the energy of a solid atom by $2\gamma\Omega/R$. If the droplet is in equilibrium with a vapour of fixed chemical potential, the driving energy is lower by this amount than it would be without the pressure. The shift is $0.0125$ eV at 20 nm, and we take $\Delta\mu=0.1$ eV as the value that remains after it. With $J\propto e^{-F^*/k_BT}$ and the prefactor held fixed,

$$\frac{d\ln J}{d\ln R}=\frac{i^*}{k_BT}\,\frac{2\gamma\Omega}{R}
=\frac{10\times0.0125}{0.0646}=1.93.$$

At fixed vapour conditions, the single-nucleus exponent near 20 nm would thus be about $3.9$, not 2. If $0.1$ eV were instead the value before the shift, the critical nucleus would be larger and the exponent about $4.5$. The $R^2$ law compares wires at equal $J$.

One layer also depletes the droplet. The share of dissolved atoms it uses is

$$f=\frac{\pi R^2h}{x(2\pi R^3/3)}=\frac{3h}{2xR},$$

which is $0.113$ at 20 nm and $0.033$ at $R_c$. Removing these atoms also shrinks the droplet, so the dissolved fraction falls from $x$ to $x(1-f)/(1-xf)$. For an ideal solution the driving energy then changes by $k_BT\ln[(1-f)/(1-xf)]$. Without refilling, and starting from $\Delta\mu=0.1$ eV at either radius, the new barrier $i^*\Delta\mu^2/\Delta\mu'$, with $\Delta\mu'$ the lowered driving energy, reduces $J$ after one layer to about $0.36$ of its initial value at 20 nm and to about $0.76$ at $R_c$. The program uses the dilute form $k_BT\ln(1-f)$, which leaves out the shrinkage. It gives $0.27$ and $0.71$ and so overstates the drop. Nuclei are then not independent in time. In a steady state, mean consumption must equal supply, so a supply-limited wire adjusts its mean nucleation rate to the incoming flux. Its radius law follows that flux.

### Rim nucleation and shape

Nucleation at the rim can alter the law as well. A rim strip of width $w=0.4$ nm has a fraction $2w/R$ of the facet area. At 20 nm it matches the rest of the facet if its barrier is lower by $k_BT\ln(R/2w)=0.21$ eV. If rim nucleation dominates at a fixed rate per rim area, the number of sites, and hence the single-nucleus rate, is proportional to $R$.

Facet shape matters less. At equal area, a hexagon has a mean pair distance about 0.35 per cent above that of a disc; the ratio $1.0052$ in the output is a sampled value whose last two digits are noise. Doubling $v$ at fixed $J$ raises $R_c$ by 26 per cent.

### Comparison with real wires

The example is set in the rough regime of gold-catalysed vapour-liquid-solid growth of group-IV wires: radii of tens of nanometres, temperatures of several hundred degrees Celsius and axial rates of order 1 nm/s. The values of $J$ and $v$ were chosen to give such a rate and are not measurements of a material. The radii of 320 and 640 nm are far above those of typical nanowires and serve to display the plateau. The assumption of constant $J$ needs particular care: for these inputs, droplet pressure nearly doubles the local radius exponent at 20 nm if the droplet stays in equilibrium with a vapour of fixed chemical potential, which a supply-limited wire does not, and one layer can lower $J$ nearly threefold if the droplet is not refilled. A value of $R_c$ calculated from a single measured $J$ is therefore an estimate for that droplet state, not a fixed property of the material. The depletion figures also belong to the model solution. For an ideal solution, $x=0.2$ and $\Delta\mu=0.1$ eV imply an equilibrium dissolved fraction of $0.2\,e^{-0.1/0.0646}=0.043$, well below that of gold-silicon or gold-germanium melts at 750 K. Those melts are not ideal, and the drop in $J$ per layer can be larger or smaller than the one given here. The full numerical output follows.

## Calculated quantities

```
mean pair distance / R: direct 0.90541, formula 0.90541
mean distance from rim point / R: 1.1318
P1 at N=1: sampled 0.4091, formula 0.4080
mean extra nuclei on bare facet at N=1, sampled: 0.9047
P1 = 1/2 at N = 0.7715, R/Rc = 0.9172
bounds on c: 1.1372 to 1.6720
c, periodic side 6.69 (v/J)^(1/3): 1.3967 +- 0.0059
c, periodic side 10.00 (v/J)^(1/3): 1.4097 +- 0.0048
shift of c with size: +0.0130
meeting radius / Rc: 0.9811, bounds 0.8812 to 1.0685
inputs: h = 0.3 nm, J = 0.002 nm^-2 s^-1, v = 2000 nm/s, T = 750 K
Rc = 68.28 nm; meeting radius = 66.99 nm
radius for P1 = 1/2: 62.62 nm
plateau axial rate: 8.458 nm/s = 30.45 um/h
R (nm) | N | layers per nucleus | std error | rate (nm/s) | P1
   10 | 0.00314 | 0.99717 | 0.00004 | 0.1880 | 0.9972
   20 | 0.02513 | 0.97789 | 0.00010 | 0.7373 | 0.9775
   40 | 0.20106 | 0.85074 | 0.00030 | 2.5658 | 0.8339
   80 | 1.60850 | 0.46355 | 0.00036 | 5.5921 | 0.2386
  160 | 12.86796 | 0.15222 | 0.00021 | 7.3452 | 0.0000
  320 | 102.94371 | 0.04222 | 0.00014 | 8.1493 | 0.0000
  640 | 823.54966 | 0.01075 | 0.00004 | 8.2998 | 0.0000
local exponent 10 to 20 nm: 1.972
local exponent 20 to 40 nm: 1.799
local exponent 40 to 80 nm: 1.124
local exponent 80 to 160 nm: 0.393
local exponent 160 to 320 nm: 0.150
local exponent 320 to 640 nm: 0.026
R=20 nm: nuclei per second 2.5133 s^-1, mean wait 0.3979 s
R=20 nm: mean spreading time 16.667 ms
R=20 nm: uncorrected R^2 rate 0.7540 nm/s, first-order 0.7368 nm/s
rough inputs: drive 0.1 eV/atom, critical nucleus 10 atoms, barrier 1.000 eV
rough inputs: atom volume 0.02 nm3, tension 1.0 J/m2, dissolved fraction 0.2
kT = 0.06463 eV; Laplace shift at 20 nm = 0.01248 eV/atom
exponent added by Laplace pressure at 20 nm: 1.93
share of dissolved atoms used by one layer: 20 nm 0.1125, Rc 0.0330
J after / before one layer, no refill: 20 nm 0.274, Rc 0.710
share of dissolved atoms in excess of equilibrium: 0.787
barrier drop for rim strip of 0.4 nm to match facet at 20 nm: 0.208 eV
hexagon / equal-area disc, mean pair distance: 1.0052
Rc factor if v is doubled: 1.2599
```
